# Equivalent Permittivity of a Coated Ferroelectric Sphere and Its Limits, part 1

(Sections cited here and not found follow in the second part.)

## I. From the interface conditions to the equivalent permittivity

### What the coating changes

Suppose that a composite model is given the permittivity of a ferroelectric particle and the insulating coating is ignored. For a core of relative permittivity 1500 and radius 50 nm, under a 5 nm shell of permittivity 9, the model then uses 1500 where the coated particle acts like a sphere of permittivity 85. In a host of permittivity 100 this reverses the sign of the induced dipole: the model predicts a particle that draws field lines in, while the coated particle pushes them slightly out. In a host of permittivity 4 both values are far above that of the host, and the error in the dipole is smaller: about 14% too large if the value 1500 is given to a sphere of the outer radius, and about 14% too small if the bare core radius is used. The damage therefore depends on the host, but the correct equivalent permittivity does not.

### The model and the meaning of the core permittivity

The core has radius \(a\). The shell is concentric with it, has thickness \(t\), and ends at the outer radius \(b=a+t\). The relative permittivities of core, shell and host are \(\varepsilon_c\), \(\varepsilon_s\) and \(\varepsilon_m\). All three are positive, and \(\varepsilon_0\) is written separately.

A ferroelectric has no single ratio of displacement to field, because it can be polarized at zero field and its response is nonlinear. The quantity used here is the small-signal permittivity about a stable state. If the state before the signal has fields \(\mathbf E^{(0)}\) and \(\mathbf D^{(0)}\), a small additional applied field changes them by

\[
\delta\mathbf D=\varepsilon_0\varepsilon\,\delta\mathbf E .
\]

A frozen spontaneous polarization belongs to \(\mathbf D^{(0)}\) and cancels in the difference. It may give the particle a permanent dipole, which has to be added to the total field outside, but it does not enter the response to the signal. The stability of the initial state is an assumption. A uniformly polarized core under an insulating shell has a strong depolarizing field, and domains or compensating charge may be needed to stabilize it.

From here on, \(\mathbf E\), \(\mathbf D\) and the potential \(\phi\) denote the changes caused by the signal. The field varies slowly enough for electrostatics to hold, so \(\mathbf E=-\nabla\phi\). The signal brings no free charge to the interfaces or into the volume, so \(\nabla\cdot\mathbf D=0\). In each isotropic, uniform region these equations give \(\nabla^2\phi=0\). At each interface \(\phi\) is continuous, which makes the tangential field continuous, and the normal component of \(\mathbf D\) is continuous.

### Matching at the core surface

A uniform field \(E_0\) along \(z\) has the potential \(-E_0r\cos\theta\), which is the angular harmonic \(l=1\). Keeping \(l\) general costs little and shows how far the equivalence reaches. Write

\[
\phi=F(r)P_l(\cos\theta).
\]

Laplace's equation becomes

\[
\frac{d}{dr}\left(r^2\frac{dF}{dr}\right)=l(l+1)F .
\]

Inserting \(F=r^n\) gives \(n(n+1)=l(l+1)\), so \(n=l\) or \(n=-(l+1)\). The second power diverges at the centre and is excluded from the core. Therefore

\[
F_{\rm core}=Cr^l,\qquad
F_{\rm shell}=Ar^l+Br^{-(l+1)} .
\]

The constants \(A\), \(B\) and \(C\) are fixed by the interfaces. It is convenient to measure the second shell term against the first at \(r=a\):

\[
q=\frac{B}{Aa^{2l+1}} .
\]

Continuity of potential at \(a\) gives

\[
C=A(1+q).
\]

Continuity of normal displacement requires \(\varepsilon_cF'_{\rm core}=\varepsilon_sF'_{\rm shell}\). The common factors \(-\varepsilon_0P_l\) cancel. After division by \(a^{l-1}\),

\[
\varepsilon_c\,l\,C=\varepsilon_sA[l-(l+1)q].
\]

Substituting \(C\) and dividing by \(A\) gives

\[
l\varepsilon_c+l\varepsilon_cq
=l\varepsilon_s-(l+1)\varepsilon_sq .
\]

The terms in \(q\) are collected on the left:

\[
q[l\varepsilon_c+(l+1)\varepsilon_s]
=l(\varepsilon_s-\varepsilon_c).
\]

With the abbreviations

\[
\Delta=\varepsilon_c-\varepsilon_s,\qquad
L=l\varepsilon_c+(l+1)\varepsilon_s,
\]

the result is

\[
q=-\frac{l\Delta}{L}.
\]

The minus sign says that a core more polarizable than the shell adds a shell term opposite in potential to the regular term. When \(l=1\) it is the potential of a dipole, which comes from the excess of the core polarization over the polarization that shell material would have in the core field.

### What the host can detect

The host meets the particle at \(r=b\), where two conditions hold: continuity of \(F\) and of \(\varepsilon F'\). For a given harmonic, the particle enters these conditions through the ratio \(\varepsilon F'/F\) at its surface. Two particles with the same ratio give the same outside field in the same applied field.

A homogeneous ball of permittivity \(\varepsilon_l\) has \(F\propto r^l\), so its ratio is

\[
\frac{\varepsilon_lF'}{F}\bigg|_b=\frac{l\varepsilon_l}{b}.
\]

For the coated ball, let \(g=(a/b)^{2l+1}\). Since \(B=qAa^{2l+1}\),

\[
F(b)=Ab^l(1+qg),
\]

\[
F'(b)=Ab^{l-1}[l-(l+1)qg].
\]

Equating the two surface ratios and multiplying by \(b/l\) yields

\[
\varepsilon_l
=\varepsilon_s\,
\frac{1-\dfrac{l+1}{l}qg}{1+qg}.
\]

Now insert \(q=-l\Delta/L\). The numerator becomes \(1+(l+1)g\Delta/L\), and the denominator becomes \(1-lg\Delta/L\). Multiplying both by \(L\) gives

\[
\varepsilon_l=\varepsilon_s
\frac{L+(l+1)g\Delta}{L-lg\Delta}.
\]

The denominator is \(l\varepsilon_c(1-g)+[(l+1)+lg]\varepsilon_s\). It is positive for positive permittivities because \(g<1\), so the division is safe.

For a uniform applied field, \(l=1\). Then \(g\) is the core volume fraction within the coated sphere,

\[
f=\left(\frac ab\right)^3,
\]

and \(L=\varepsilon_c+2\varepsilon_s\). The numerator is

\[
\varepsilon_c+2\varepsilon_s+2f(\varepsilon_c-\varepsilon_s)
=\varepsilon_c(1+2f)+2\varepsilon_s(1-f),
\]

and the denominator is

\[
\varepsilon_c+2\varepsilon_s-f(\varepsilon_c-\varepsilon_s)
=\varepsilon_c(1-f)+\varepsilon_s(2+f).
\]

The equivalent homogeneous permittivity is therefore

\[
\boxed{
\varepsilon_{\rm eq}=\varepsilon_s
\frac{\varepsilon_c(1+2f)+2\varepsilon_s(1-f)}
{\varepsilon_c(1-f)+\varepsilon_s(2+f)}
}
\]

The host permittivity was not used. The result does depend on \(l\), so one scalar cannot replace the coated sphere in an arbitrarily nonuniform field. The replacement holds when the applied field is uniform over the particle.

### The same number from averages and energy

Let \(E_{\rm eq}\) be the uniform field inside the replacement sphere. The coated sphere has the same surface potential, \(\phi(b)=-E_{\rm eq}b\cos\theta\), and the same outward normal displacement, \(D_n=\varepsilon_0\varepsilon_{\rm eq}E_{\rm eq}\cos\theta\). Let \(V=4\pi b^3/3\). The gradient theorem gives the volume average of the field in the coated sphere:

\[
\langle E_z\rangle=-\frac1V\oint\phi\cos\theta\,dS
=\frac{E_{\rm eq}b}{V}\,\frac{4\pi b^2}{3}
=E_{\rm eq}.
\]

The integral of \(\cos^2\theta\) over the surface is \(4\pi b^2/3\). For the displacement, \(\nabla\cdot(z\mathbf D)=D_z\) because \(\nabla\cdot\mathbf D=0\). Hence

\[
\langle D_z\rangle=\frac1V\oint zD_n\,dS
=\varepsilon_0\varepsilon_{\rm eq}E_{\rm eq}.
\]

The equivalent permittivity is thus the ratio of the averaged displacement to the averaged field, divided by \(\varepsilon_0\). It is not the volume average of the permittivities, because the field differs between core and shell.

The small-signal energy follows from \(\mathbf E\cdot\mathbf D=-\nabla\cdot(\phi\mathbf D)\):

\[
U=\frac12\int\mathbf E\cdot\mathbf D\,dV
=-\frac12\oint\phi D_n\,dS
=\frac12\varepsilon_0\varepsilon_{\rm eq}E_{\rm eq}^2V .
\]

The continuity of \(\phi\) and \(D_n\) removes the contributions of the core surface. For a biased ferroelectric this is the quadratic energy of the signal, not the total free energy of the polarized state.

### Fields in the particle

The core field follows from the constants already found. For \(l=1\), the core potential has slope \(C=A(1+q)\), and the potential at \(b\) has the mean slope \(F(b)/b=A(1+qf)\). Their ratio is

\[
\frac{E_c}{E_{\rm eq}}=\frac{1+q}{1+qf}.
\]

With \(q=-(\varepsilon_c-\varepsilon_s)/(\varepsilon_c+2\varepsilon_s)\), one has \(1+q=3\varepsilon_s/(\varepsilon_c+2\varepsilon_s)\). The denominator \(1+qf\) has the same divisor, which cancels, leaving

\[
\frac{E_c}{E_{\rm eq}}
=\frac{3\varepsilon_s}{\varepsilon_c(1-f)+\varepsilon_s(2+f)}.
\]

Outside, the applied field and the induced dipole give

\[
\phi=-E_0r\cos\theta+pE_0\frac{b^3}{r^2}\cos\theta .
\]

Here \(p\) is a dimensionless dipole strength. Continuity of potential at \(b\) gives \(E_{\rm eq}=E_0(1-p)\). Continuity of normal displacement gives \(\varepsilon_{\rm eq}E_{\rm eq}=\varepsilon_mE_0(1+2p)\). Eliminating \(E_{\rm eq}\),

\[
\varepsilon_{\rm eq}(1-p)=\varepsilon_m(1+2p),
\]

so

\[
p=\frac{\varepsilon_{\rm eq}-\varepsilon_m}
{\varepsilon_{\rm eq}+2\varepsilon_m},
\qquad
\frac{E_{\rm eq}}{E_0}
=\frac{3\varepsilon_m}{\varepsilon_{\rm eq}+2\varepsilon_m}.
\]

The host thus changes the field reaching the particle without changing \(\varepsilon_{\rm eq}\).

### Sensitivity to the core

Differentiate the boxed result at fixed \(f\) and \(\varepsilon_s\). Let \(M=\varepsilon_c(1-f)+\varepsilon_s(2+f)\). The terms proportional to \(\varepsilon_c\) cancel in the quotient rule, leaving

\[
\frac{\partial\varepsilon_{\rm eq}}{\partial\varepsilon_c}
=\frac{\varepsilon_s^2}{M^2}
\left[(1+2f)(2+f)-2(1-f)^2\right].
\]

The bracket is \(2+5f+2f^2-2+4f-2f^2=9f\). Thus

\[
\frac{\partial\varepsilon_{\rm eq}}{\partial\varepsilon_c}
=\frac{9f\varepsilon_s^2}{M^2}
=f\left(\frac{E_c}{E_{\rm eq}}\right)^2 .
\]

A more polarizable core raises the equivalent permittivity, but the gain is weighted by the square of the field that reaches the core. A shell that screens the core also hides its permittivity.

### An anisotropic core

A single-domain ferroelectric core has a permittivity tensor. Let the field lie along a principal axis \(z\), with permittivity \(\varepsilon_z\) along that axis. Try a uniform core field \(E_c\hat{\mathbf z}\). Then \(\mathbf D=\varepsilon_0\varepsilon_zE_c\hat{\mathbf z}\) is also uniform and has no divergence. Its normal component at the core surface is \(\varepsilon_0\varepsilon_zE_c\cos\theta\). Every equation of the isotropic \(l=1\) problem is satisfied with \(\varepsilon_c\) replaced by \(\varepsilon_z\).

This solution is unique. The difference \(\psi\) of two solutions with the same applied field has no source, and it decays at large distance at least as fast as a dipole potential. Integrating \(\nabla\cdot(\psi\boldsymbol\varepsilon\nabla\psi)\) over all space gives

\[
\int\nabla\psi\cdot\boldsymbol\varepsilon\nabla\psi\,dV=0,
\]

because the distant surface term vanishes. A positive permittivity tensor then forces \(\nabla\psi=0\). The transverse permittivities of the core do not matter for this field direction. A field in another direction is resolved along the principal axes, and the results are superposed. The argument uses an isotropic shell and a uniform applied field.

## II. Limits, a worked particle and the size of omitted effects

### Symbols and results carried over

The core has radius \(a\) and small-signal relative permittivity \(\varepsilon_c\). The shell has thickness \(t\), outer radius \(b=a+t\) and permittivity \(\varepsilon_s\). The host has permittivity \(\varepsilon_m\), the applied field is \(E_0\), and \(f=(a/b)^3\). In a uniform field the coated sphere is equivalent to a homogeneous sphere of radius \(b\) with

\[
\varepsilon_{\rm eq}=\varepsilon_s
\frac{\varepsilon_c(1+2f)+2\varepsilon_s(1-f)}{M},
\]

\[
M=\varepsilon_c(1-f)+\varepsilon_s(2+f).
\]

The mean field in the coated sphere and the core field are

\[
E_{\rm eq}=\frac{3\varepsilon_mE_0}{\varepsilon_{\rm eq}+2\varepsilon_m},
\qquad
E_c=\frac{3\varepsilon_sE_{\rm eq}}{M}.
\]

The outside dipole strength is \(p=(\varepsilon_{\rm eq}-\varepsilon_m)/(\varepsilon_{\rm eq}+2\varepsilon_m)\).

In a uniform applied field, the coated sphere can be replaced by a homogeneous sphere whose permittivity \(\varepsilon_{\rm eq}\) does not depend on the host. What remains is to examine the limits of a thin shell and a vanishing core, work through a barium titanate particle, and estimate the size of the omitted effects.
